# Testing the claimed Thomas-Fermi lower bound on non-interacting kinetic energy

**Comment on the argument "Thomas-Fermi is a lower bound to the non-interacting kinetic energy"**

The note under review claims that \(T_s[n]\ge T_{TF}[n]\) for every density in every dimension \(d\). It offers four supports. (i) At each point the cheapest way to hold the density \(n(\mathbf r)\) is to fill a local Fermi ball, and this costs the Thomas-Fermi energy. (ii) Inhomogeneity only adds a positive gradient term. (iii) In \(T_s=T_W+T_P\) the Pauli energy \(T_P\) is at least \(T_{TF}\). (iv) Atoms agree, and the Lieb-Thirring inequality is said to be the rigorous form of the claim. I take these in the order (ii), (iii), (i), (iv). The numbers, except the basis-set shifts quoted in section 5, come from the numerical check.

**1. Conventions**

Hartree atomic units are used. There are \(s\) spin states, with \(s=1\) in the model cases and \(s=2\) for atoms. \(T_s[n]\) is the minimum of \(\tfrac12\sum_j\int|\nabla\phi_j|^2\) over orthonormal orbitals with density \(n\), and \(T_W=\tfrac18\int|\nabla n|^2/n\). The ground state of non-interacting fermions in a local potential \(v\) minimizes \(T+\int vn\). Among orbital sets with its own density \(\int vn\) is fixed, so its kinetic energy is \(T_s[n]\).

Let \(\omega_d\) be the volume of the unit ball. A Fermi ball of radius \(k_F\) has \(n=s\omega_dk_F^d/(2\pi)^d\) and kinetic energy density
\[
t=\frac{s}{(2\pi)^d}\,d\,\omega_d\int_0^{k_F}\frac{p^2}{2}p^{d-1}dp=\frac{d}{d+2}\,n\,\frac{k_F^2}{2}.
\]
Eliminating \(k_F^2=(2\pi)^2(n/s\omega_d)^{2/d}\) gives
\[
T_{TF}=C_d\,s^{-2/d}\int n^{1+2/d},\qquad C_d=\frac{2\pi^2d}{d+2}\,\omega_d^{-2/d},
\]
that is \(C_1=\pi^2/6=1.64493\), \(C_2=\pi\), \(C_3=4.55780\), and \(C_3\,2^{-2/3}=2.87123\). Since \(t\propto n^{1+2/d}\), \(t'(n)=(1+2/d)t/n=k_F^2/2=\mu\). Then \(N_0\equiv dn/d\mu=k_F^{-1}\,dn/dk_F=d\,n/k_F^2\) and \(t''=1/N_0\).

**2. Support (ii): the weakly modulated gas**

Apply \(v=V\cos qx\) to the infinite gas at fixed mean density \(\bar n\), and let \(\eta=q/2k_F\). To first order \(\delta n=a\cos qx\) with \(a=\chi V\). For the energy per volume the Hellmann-Feynman theorem gives \(dE/dV=\langle n\cos qx\rangle=\chi V/2\), so \(\Delta E=\chi V^2/4\). The potential part is \(V\langle n\cos qx\rangle=\chi V^2/2\). The kinetic part is the difference, \(-\chi V^2/4=-a^2/4\chi\). With \(\chi=-N_0F_d(\eta)\),
\[
\Delta T_s=\frac{a^2}{4N_0F_d},\qquad \Delta T_{TF}=\tfrac12t''\langle\delta n^2\rangle=\frac{a^2}{4N_0}.
\]
The linear term of \(T_{TF}\) drops because \(\langle\delta n\rangle=0\). A shift by half a period turns \(V\) into \(-V\), so energies are even in \(V\) and there is no third-order term. At second order \(T_s<T_{TF}\) exactly when \(F_d>1\), that is when the gas is more polarizable than the local model assumes, so that a given modulation costs less.

First-order perturbation of the plane wave \(\mathbf k\), with matrix element \(V/2\) to \(\mathbf k\pm\mathbf q\), gives
\[
|\psi_{\mathbf k}|^2=1+V\cos qx\left[\frac1{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}}+\frac1{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k-\mathbf q}}\right].
\]
The two terms contribute equally after summing over the ball (\(\mathbf k\to-\mathbf k\)), and \(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}=-q(k_x+q/2)\). Hence
\[
\chi=-\frac2q\,P\!\int_{k<k_F}\frac{d^dk}{(2\pi)^d}\,\frac1{k_x+q/2}.
\]
The principal value is the right reading: mixing between two occupied states leaves the density unchanged, and such pairs \(k_x\leftrightarrow-k_x-q\) have opposite denominators. Put \(k_x=k_Fu\), \(q=2k_F\eta\) and \(\Lambda=P\!\int_{-1}^1du/(u+\eta)=\ln|(1+\eta)/(1-\eta)|\).

For \(d=1\), \(\chi=-\Lambda/(2\pi k_F\eta)\) and \(N_0=1/\pi k_F\), so \(F_1=\Lambda/2\eta\).

For \(d=3\) the transverse disc has area \(\pi k_F^2(1-u^2)\). With \(1-u^2=(1-\eta^2)-(u+\eta)(u-\eta)\) the \(u\) integral is \((1-\eta^2)\Lambda+2\eta\). Then \(\chi=-k_F[(1-\eta^2)\Lambda+2\eta]/(8\pi^2\eta)\), and \(N_0=k_F/2\pi^2\) gives \(F_3=\tfrac12+(1-\eta^2)\Lambda/4\eta\).

For \(d=2\) the chord is \(2k_F\sqrt{1-u^2}\) and \(N_0=1/2\pi\). With \(u=\cos\theta\) and the same splitting,
\[
F_2=\frac1{\pi\eta}P\!\int_0^\pi\frac{\sin^2\theta\,d\theta}{\eta+\cos\theta}=1+\frac{1-\eta^2}{\pi\eta}Q,\qquad Q=P\!\int_0^\infty\frac{2\,d\tau}{(\eta+1)+(\eta-1)\tau^2},
\]
where \(\tau=\tan(\theta/2)\). For \(\eta>1\) the arctangent integral gives \(Q=\pi/\sqrt{\eta^2-1}\). For \(\eta<1\) the antiderivative is proportional to \(\ln|(b+\tau)/(b-\tau)|\) with \(b^2=(1+\eta)/(1-\eta)\); it vanishes at both ends, so \(Q=0\). Thus \(F_2=1\) for \(\eta<1\) and \(F_2=1-\sqrt{1-\eta^{-2}}\) above.

The signs follow from series. For \(\eta<1\), \(\Lambda=2\sum_{m\ge0}\eta^{2m+1}/(2m+1)\), so \(F_1=\sum_{m\ge0}\eta^{2m}/(2m+1)>1\). For \(\eta>1\) the same series in \(1/\eta\) gives \(F_1=\sum_{m\ge0}\eta^{-2m-2}/(2m+1)\), which falls steadily from infinity to zero and crosses 1 once. The crossing obeys \((\eta+1)/(\eta-1)=e^{2\eta}\), that is \(\eta^*=\coth\eta^*=1.19968\). In \(d=3\), multiplying the series by \(1-\eta^2\) and collecting powers with \(\frac1{2m-1}-\frac1{2m+1}=\frac2{4m^2-1}\) gives
\[
F_3=1-\sum_{m\ge1}\frac{\eta^{2m}}{4m^2-1}\ \ (\eta<1),\qquad F_3=\sum_{m\ge1}\frac{\eta^{-2m}}{4m^2-1}\ \ (\eta>1).
\]
The telescoping sum \(\sum1/(4m^2-1)=\tfrac12\) shows \(0<F_3<1\) for all \(\eta>0\).

At second order \(T_W=\langle(aq\sin qx)^2\rangle/8\bar n=a^2q^2/16\bar n\), which in units of \(a^2/4N_0\) is \(q^2N_0/4\bar n=d\,\eta^2\). From \(1/F_1=1-\eta^2/3+\dots\), \(1/F_2=1\) and \(1/F_3=1+\eta^2/3+\dots\), the leading gradient correction is \(-\tfrac13T_W\), \(0\) and \(+\tfrac19T_W\) in \(d=1,2,3\). Support (ii) therefore has the wrong sign in \(d=1\) for every \(\eta<\eta^*\) other than 1. In \(d=2\) with \(\eta<1\) it is undecided at this order. In \(d=3\) it is right, but only as a second-order statement about the uniform gas. In \(d=1\) the expansion breaks down as \(\eta\to1\), where \(V/2\) couples the degenerate states \(\pm k_F\), \(F_1\) diverges and a gap opens at \(k_F\).

The program obtains \(n(x)\) and \(T_s\) from the exact bands, avoiding integer \(2k_F/q\). At \(V=0.005\) hartree it tests \(a\), \(\Delta T_s\), \(\Delta T_{TF}\) and \(T_W\) against the formulas to a relative \(2\times10^{-3}\). The rows are labelled by the nominal \(\eta\): the program sets \(q=2\eta\) bohr\(^{-1}\) and fills states up to \(|k_x|=1\) bohr\(^{-1}\), so in \(d=2,3\) the resulting \(k_F\), and with it the true \(q/2k_F\), is slightly shifted. The ratios \(\Delta T_s/\Delta T_{TF}\) agree in all digits shown with \(1/F_d\) evaluated at the true \(q/2k_F\); at the nominal \(\eta\) the last digit can differ (for example \(1/F_3(1.1)=2.8193\)):

| \(\eta\) | \(d=1\) | \(d=2\) | \(d=3\) |
|---|---|---|---|
| 0.3 | 0.9692 | 1.0000 | 1.0315 |
| 0.6 | 0.8656 | 1.0000 | 1.1498 |
| 0.9 | 0.6113 | 1.0000 | 1.5257 |
| 1.1 | 0.7226 | 1.7142 | 2.8195 |
| 1.5 | 1.8640 | 3.9271 | 6.0717 |

The residual of \(\Delta T_s\) relative to its second-order value grows by 3.997 when \(V\) is doubled from 0.01 to 0.02 hartree (\(d=1\), \(\eta=0.6\)), as a \(V^4\) term requires.

A worked case takes \(q=1.2\) bohr\(^{-1}\), \(V=0.1\) hartree, and states filled up to \(|k_x|=1\) bohr\(^{-1}\). In \(d=1\), \(\bar n=0.318310\) bohr\(^{-1}\), \(N_0=0.318310\) hartree\(^{-1}\)bohr\(^{-1}\), \(\eta=0.6\), \(F_1=\ln4/1.2=1.15525\), and the bands give \(a=-0.036465\) bohr\(^{-1}\). At second order, in hartree/bohr,
\[
\Delta T_{TF}=\frac{0.036465^2}{4\times0.318310}=1.0443\times10^{-3},\qquad \Delta T_s=\frac{1.0443\times10^{-3}}{1.15525}=9.040\times10^{-4}.
\]
The band values are \(1.0449\times10^{-3}\) and \(9.078\times10^{-4}\); the latter lies 0.4% above its second-order estimate. The totals are \(T_s=0.0539595\) and \(T_{TF}=0.0540966\) hartree/bohr. The difference, \(-1.371\times10^{-4}\) hartree/bohr, divided by \(\bar n\) and multiplied by 27.2114 eV, is \(-11.7\) meV per electron. The claimed bound is violated by about 0.25% of \(T_{TF}\).

In \(d=3\) the same filling rule fixes the chemical potential, and the density that results is \(\bar n=0.017225\) bohr\(^{-3}\), so \(k_F=1.00664\) bohr\(^{-1}\), \(\eta=0.59604\), \(F_3=0.87155\), \(N_0=0.050997\) hartree\(^{-1}\)bohr\(^{-3}\). With \(a=-0.004416\) bohr\(^{-3}\), \(a^2/4N_0=9.56\times10^{-5}\) and division by \(F_3\) gives \(1.097\times10^{-4}\) hartree/bohr\(^3\). The bands give \(T_s-T_{TF}=+1.425\times10^{-5}\) hartree/bohr\(^3\), or \(+22.5\) meV per electron.

**3. Support (iii): the Pauli energy and the shallow well**

The Cauchy-Schwarz inequality gives \(|\nabla n|=|2\,\mathrm{Re}\sum_j\phi_j^*\nabla\phi_j|\le2\sqrt n\,(\sum_j|\nabla\phi_j|^2)^{1/2}\). Squaring, dividing by \(8n\) and integrating yields \(T_W\le T_s\), so \(T_P=T_s-T_W\ge0\) in any dimension. Nothing more follows. For one particle \(\phi=\sqrt n\,e^{i\theta}\) has \(T=T_W+\tfrac12\int n|\nabla\theta|^2\), whose minimum is \(T_W\); the same holds for two particles of opposite spin in one spatial orbital. Then \(T_P=0\), and \(\sqrt n\) obeys the Kohn-Sham equation itself, so the Pauli potential is absent. Yet \(T_{TF}>0\). Support (iii) is false in every dimension, and whether \(T_s\ge T_{TF}\) for one orbital becomes the question whether \(T_W\ge T_{TF}\).

In \(d=1\) take \(\phi\propto\mathrm{sech}^\lambda x\). Then \(\phi'=-\lambda\tanh x\,\phi\) and \(\phi''=[\lambda^2-\lambda(\lambda+1)\,\mathrm{sech}^2x]\phi\). So \(\phi\) has energy \(-\lambda^2/2\) in \(v=-\tfrac12\lambda(\lambda+1)\,\mathrm{sech}^2x\), and being nodeless it is the ground state. Define \(J(\sigma)=\int\mathrm{sech}^\sigma x\,dx\); the substitution \(\tau=\tanh x\) makes it the beta integral \(\sqrt\pi\,\Gamma(\sigma/2)/\Gamma((\sigma+1)/2)\). Integrating \((\mathrm{sech}^\sigma x\tanh x)'=-\sigma\,\mathrm{sech}^\sigma x+(\sigma+1)\,\mathrm{sech}^{\sigma+2}x\) over the line gives \(J(\sigma+2)=\sigma J(\sigma)/(\sigma+1)\). With \(\tanh^2=1-\mathrm{sech}^2\),
\[
T_s=\frac{\lambda^2}2\left[1-\frac{J(2\lambda+2)}{J(2\lambda)}\right]=\frac{\lambda^2}{2(2\lambda+1)},\qquad T_{TF}=\frac{\pi^2}6\frac{J(6\lambda)}{J(2\lambda)^3}.
\]
At \(\lambda=\tfrac12\) the well is 0.375 hartree deep and binds one state at \(-0.125\) hartree. Here \(J(1)=\pi\) and \(J(3)=\pi/2\), so \(T_s=\tfrac14/4=0.0625\) hartree (1.70 eV) and \(T_{TF}=(\pi^2/6)(\pi/2)/\pi^3=\tfrac1{12}=0.08333\) hartree (2.27 eV). The ratio is exactly \(\tfrac34\). Both energies scale as \(\ell^{-2}\) when lengths are stretched by \(\ell\), so the ratio survives in a well made as shallow as one likes. Grid diagonalization confirms the closed forms at \(\lambda=0.25,0.5,1\), with ratios 0.76224, 0.75000, 0.75991. For \(\lambda\to0\), \(J(\sigma)\to2/\sigma\), so \(T_{TF}\to\pi^2\lambda^2/18\), \(T_s\to\lambda^2/2\), ratio \(9/\pi^2=0.9119\). For \(\lambda\to\infty\), \(\mathrm{sech}^\sigma x\to e^{-\sigma x^2/2}\) and \(J\to\sqrt{2\pi/\sigma}\), so \(T_{TF}\to\pi\lambda/6\sqrt3\), \(T_s\to\lambda/4\), ratio \(3\sqrt3/2\pi=0.8270\).

For an unnormalized real orbital \(u\) with \(G=\int|\nabla u|^2\), \(M=\int u^2\), \(B=\int u^{2+4/d}\), normalizing gives \(T_s/T_{TF}=GM^{2/d}/2C_dB\). In \(d=2\) take \(u=\mathrm{sech}\,r\). Integration by parts gives \(\int_0^\infty r\,\mathrm{sech}^2r\,dr=\int_0^\infty(1-\tanh r)\,dr=\ln2\). The antiderivative of \(\mathrm{sech}^4\) is \(\tanh-\tfrac13\tanh^3\), so
\[
\int_0^\infty r\,\mathrm{sech}^4r\,dr=\int_0^\infty\left[(1-\tanh)-\tfrac13(1-\tanh^3)\right]dr=\tfrac23\ln2-\tfrac16,
\]
using \(1-\tanh^3=(1-\tanh)+\tanh\,\mathrm{sech}^2\) and \(\int_0^\infty\tanh\,\mathrm{sech}^2=\tfrac12\). Since \(u'^2=\mathrm{sech}^2-\mathrm{sech}^4\), the gradient integral is \(\tfrac13\ln2+\tfrac16\). The factors \(2\pi\) cancel against \(2C_2\), leaving \(\ln2\,(\tfrac13\ln2+\tfrac16)/(\tfrac23\ln2-\tfrac16)=0.93313<1\). The claim fails in \(d=2\) as well.

Setting the variation of \(\ln G+\tfrac2d\ln M-\ln B\) to zero gives \(-\nabla^2u/G+(2/d)\,u/M=(1+2/d)\,u^{1+4/d}/B\), and rescaling length and amplitude turns this into \(-\nabla^2u+u=u^{1+4/d}\). In \(d=1\) the \(\lambda=\tfrac12\) orbital solves it, because its potential is proportional to \(\phi^4\). The nodeless radial solutions, found numerically, have ratios 0.7500, 0.9311 and 1.0508 in \(d=1,2,3\), against 0.8270, 1.0000 and 1.1123 for a Gaussian. That these solutions are the global minima is not proved here. The \(d=3\) value is numerical evidence that one orbital gives no counterexample, with a margin of 5% of \(T_{TF}\).

**4. Support (i): what local phase-space filling proves**

The valid form of the argument is Rumin's proof of the Lieb-Thirring kinetic inequality. Take orthonormal spin orbitals \(\phi_j(\mathbf x,\sigma)\) on \(\mathbb R^d\) with finite \(T\), and \(\hat\phi=(2\pi)^{-d/2}\int e^{-i\mathbf p\cdot\mathbf x}\phi\). Choose a real \(f\) on \((0,\infty)\) with \(\int_0^\infty f^2dt=1\). The substitution \(E=p^2t\) gives \(\int_0^\infty f(E/p^2)^2dE=p^2\). For each \(E\) split \(\phi_j=\phi_j^>+\phi_j^<\) with \(\hat\phi_j^>=f(E/p^2)\hat\phi_j\), and let \(n^>,n^<\) be the sums of \(|\phi_j^>|^2,|\phi_j^<|^2\) over \(j,\sigma\). The Parseval relation, used twice, gives
\[
T=\tfrac12\sum_{j\sigma}\int p^2|\hat\phi_j|^2d^dp=\tfrac12\int d^dx\int_0^\infty dE\;n^>(\mathbf x).
\]
At fixed \(\mathbf x\) the values \(\phi_j(\mathbf x,\sigma)\) form a vector of length \(\sqrt n\), and the triangle inequality gives \(\sqrt{n^>}\ge\sqrt n-\sqrt{n^<}\).

Exclusion enters through orthonormality. The value \(\phi_j^<(\mathbf x,\sigma)\) is the scalar product of \(\phi_j\) with the function of spin \(\sigma\) whose transform is \(\hat g=(2\pi)^{-d/2}[1-f(E/p^2)]e^{-i\mathbf p\cdot\mathbf x}\). The Bessel inequality bounds the sum over \(j\) by \(\|g\|^2\), and the spin sum gives a factor \(s\). With \(p^d=(E/t)^{d/2}\) the volume element is \(\omega_d|d(p^d)|=\omega_d\tfrac d2E^{d/2}t^{-1-d/2}dt\), so
\[
n^<\le\kappa E^{d/2},\qquad \kappa=\frac{s\,\omega_dA}{(2\pi)^d},\qquad A=\frac d2\int_0^\infty(1-f)^2t^{-1-d/2}dt.
\]
Let \(\kappa E_0^{d/2}=n(\mathbf x)\), that is \(E_0=k_F(\mathbf x)^2A^{-2/d}\) with the local Fermi wavevector of section 1. For \(E=E_0y<E_0\), \(n^>\ge n(1-y^{d/4})^2\); above \(E_0\) use \(n^>\ge0\). The integral is
\[
\int_0^1(1-y^{d/4})^2dy=1-\frac8{d+4}+\frac2{d+2}=\frac{d^2}{(d+2)(d+4)}.
\]
Since \(\frac d{d+2}\,n\,k_F^2/2\) is the Thomas-Fermi energy density,
\[
T\ge\frac d{d+4}\,A^{-2/d}\,T_{TF}.
\]

The sharp cut \(f=\theta(1-t)\) has \(A=\tfrac d2\int_1^\infty t^{-1-d/2}dt=1\) and gives \(d/(d+4)\). It also locates the error in support (i). If \(n=n^>+n^<\) held at each point, one would have \(n^>\ge n(1-y^{d/2})\), and \(\int_0^1(1-y^{d/2})dy=d/(d+2)\) would give exactly \(T\ge T_{TF}\). But \(n=n^>+n^<+2\,\mathrm{Re}\sum\phi_j^{>*}\phi_j^<\). The cross term integrates to zero over space, because the two parts have disjoint momenta, but it need not vanish at a point. Slow and fast components add as amplitudes and can build a density peak with less fast weight than the classical count demands.

To improve the constant, minimize \(A\) at fixed \(\int f^2\). With \(\alpha=1+d/2\) and multiplier \(\beta>0\), the integrand \((1-f)^2t^{-\alpha}+\beta f^2\) is a convex quadratic in \(f\) at each \(t\), with minimum at \(f=1/(1+\beta t^\alpha)\). Substitute \(w=\beta t^\alpha\), \(dt=\beta^{-1/\alpha}w^{1/\alpha-1}dw/\alpha\), and use \(\int_0^\infty w^{\nu-1}(1+w)^{-2}dw=\Gamma(\nu)\Gamma(2-\nu)=(1-\nu)\pi/\sin\pi\nu\), the beta integral with the reflection formula. For \(\nu=1/\alpha\),
\[
\int_0^\infty f^2dt=\beta^{-1/\alpha}I_d,\qquad I_d=\frac1\alpha\Big(1-\frac1\alpha\Big)\frac\pi{\sin(\pi/\alpha)}=\frac{2\pi d}{(d+2)^2\sin\frac{2\pi}{d+2}},
\]
so normalization requires \(\beta=I_d^\alpha\). In \(A\) the integrand is \(\beta^2t^\alpha/(1+\beta t^\alpha)^2=\beta w/(1+w)^2\), which calls for \(\nu=1+1/\alpha\), where \((1-\nu)\pi/\sin\pi\nu=\pi/[\alpha\sin(\pi/\alpha)]\). Then \(A=\beta^{1-1/\alpha}\,\tfrac d2\alpha^{-2}\pi/\sin(\pi/\alpha)\), and \(\tfrac d2\alpha^{-2}=2d/(d+2)^2\), so \(A=I_d^{\alpha-1}I_d=I_d^\alpha\). The bound is
\[
T_s\ge R_d\,T_{TF},\qquad R_d=\frac d{d+4}\,I_d^{-1-2/d},
\]
with \(R_1=0.3818\), \(R_2=0.5404\), \(R_3=0.6311\), against 0.2000, 0.3333, 0.4286 for the sharp cut. For electrons in three dimensions \(I_3=0.79278\), \(A=0.55961\), \(R_3=\tfrac37\times0.55961^{-2/3}\), and \(T_s\ge0.6311\times2.87123\int n^{5/3}=1.812\int n^{5/3}\). For any antisymmetric state or ensemble, \(n\) and \(T\) are sums over natural spin orbitals with occupations \(0\le\nu_j\le1\). Replacing \(\phi_j\) by \(\sqrt{\nu_j}\phi_j\) keeps the identity and the triangle step and only lowers the Bessel sum, so the bound holds there too.

The program tests the identity, the triangle step and the Bessel cap on the ten lowest oscillator orbitals (\(d=1\), unit frequency); \(n^<\) reaches 0.9996 of the cap. For this system \(T_s=\tfrac12\sum_{j=0}^9(j+\tfrac12)=25\) hartree, while the computed \(T_{TF}\) is 25.146 hartree, ratio 0.9942: a small violation with many particles.

The proof needs continuous momenta. In a periodic cell of volume \(\Omega\), \(\|g\|^2\) is a sum that contains \(\mathbf p=0\), where \(1-f=1\), so the cap never falls below \(s/\Omega\). One constant orbital then has \(T_s=0\) and \(T_{TF}>0\), and no positive constant survives.

**5. Support (iv): atoms and the status of the constant**

Kohn-Sham LDA (Slater exchange, VWN correlation) in the cc-pVTZ basis gives, in hartree:

| atom | \(T\) | \(T_{TF}\) | \(T_W\) | \(R_3T_{TF}\) |
|---|---|---|---|---|
| He | 2.770 | 2.460 | 2.770 | 1.553 |
| Be | 14.33 | 12.88 | 13.39 | 8.13 |
| Ne | 127.8 | 116.9 | 89.6 | 73.8 |

In a finite basis the orbitals of Be and Ne need not minimize \(T\) at their density, so \(T\) is an upper estimate of \(T_s\); for He it equals \(T_W=T_s\). The ratios \(T/T_{TF}\) are 1.126, 1.112 and 1.093, in line with the claim in \(d=3\) and no proof of it. These values belong to the cc-pVTZ densities and their last digit is not converged: a near-complete uncontracted even-tempered basis lowers the entries by up to 0.3%, to \(T=2.768,\,14.31,\,127.7\), \(T_{TF}=2.456,\,12.84,\,116.8\) and \(T_W=2.768,\,13.36,\,89.4\) hartree, with ratios 1.127, 1.114 and 1.094. The same rows refute support (iii): for Ne, \(T_P\le127.8-89.6=38.2\) hartree for the cc-pVTZ density (38.3 hartree near the basis limit), far below \(T_{TF}\). For all three atoms \(T_W\) is the better of the two proved bounds, whereas for the modulated chain \(T_W=0.00038\) hartree/bohr is far weaker than \(R_1T_{TF}=0.3818\times0.0541=0.0207\) hartree/bohr.

Let \(K_d\) be the largest constant with \(T_s\ge K_dT_{TF}\) on \(\mathbb R^d\); \(R_d\) is a lower bound to it, not its value. It cannot exceed 1: for \(N\) particles in a hard-walled box, convexity gives \(T_{TF}\ge\Omega\,t(N/\Omega)\), while counting box levels gives \(T_s/[\Omega\,t(N/\Omega)]\to1\) as \(N\to\infty\). The orbitals of section 3 lower the ceiling to \(\tfrac34\) in \(d=1\) and to 0.9331 (numerically 0.931) in \(d=2\). In \(d=3\) this comment establishes \(0.631\le K_3\le1\). Sharper lower constants have been proved by refined methods and remain below 1; \(K_3=1\) is the Lieb-Thirring conjecture for this case, which is unproved. The low-dimensional counterexamples concern the \(d\)-dimensional functionals and are not by themselves counterexamples for a wire or a layer described in three dimensions, where \(T_s\) includes the confinement energy and \(T_{TF}\) is built from \(n^{5/3}\).

**6. Recommendation**

The note cannot stand as written. The claim should be withdrawn for \(d=1\), \(d=2\) and finite periodic cells, and labelled a conjecture on \(\mathbb R^3\). Wherever a later step needs a guaranteed inequality, \(T_s\ge\max(T_W,R_dT_{TF})\) on \(\mathbb R^d\) (only \(T_s\ge T_W\) in a finite periodic cell) should replace it, and the conclusions that depended on the constant 1 should be rederived with \(R_d\).

## Computed values

```
hartree = 27.2114 eV
C_1, C_2, C_3 (s=1) = 1.64493, 3.14159, 4.55780; C_3 (s=2) = 2.87123 a.u.
eta* where F_1 = 1: 1.19968
dTs/dT_TF from bands at V = 0.005 hartree, (1/F_d in brackets), d = 1, 2, 3:
 eta=0.3: 0.9692 (0.9692) 1.0000 (1.0000) 1.0315 (1.0315)
 eta=0.6: 0.8656 (0.8656) 1.0000 (1.0000) 1.1498 (1.1498)
 eta=0.9: 0.6113 (0.6113) 1.0000 (1.0000) 1.5257 (1.5257)
 eta=1.1: 0.7226 (0.7226) 1.7142 (1.7142) 2.8195 (2.8195)
 eta=1.5: 1.8640 (1.8640) 3.9271 (3.9271) 6.0717 (6.0717)
relative residual growth on doubling V (0.01 to 0.02 hartree): 3.997
gradient coefficient of T_W: d=1 -1/3, d=3 1/9
example gas: q = 1.2 1/bohr, V = 0.1 hartree, largest k_x = 1 1/bohr
 d=1: n = 0.318310, a = -0.036465 1/bohr^1; kF = 1.00000 1/bohr
 d=1: eta = 0.60000, F = 1.15525, N0 = 0.318310 1/(hartree bohr^1)
 d=1: T0 = 0.0530516, Ts = 0.0539595, T_TF = 0.0540966, T_W = 0.0003767 hartree/bohr^1
 d=1: dTs = 9.0781e-04 (2nd order 9.0399e-04), dT_TF = 1.0449e-03 (1.0443e-03) hartree/bohr^1
 d=1: Ts - T_TF = -1.3713e-04 hartree/bohr^1 = -11.723 meV/electron
 d=3: n = 0.017225, a = -0.004416 1/bohr^3; kF = 1.00664 1/bohr
 d=3: eta = 0.59604, F = 0.87155, N0 = 0.050997 1/(hartree bohr^3)
 d=3: T0 = 0.0052365, Ts = 0.0053465, T_TF = 0.0053323, T_W = 0.0001026 hartree/bohr^3
 d=3: dTs = 1.1005e-04 (2nd order 1.0970e-04), dT_TF = 9.5798e-05 (9.5605e-05) hartree/bohr^3
 d=3: Ts - T_TF = 1.4250e-05 hartree/bohr^3 = 22.510 meV/electron
well lam=0.25: depth 0.15625, E = -0.03125, Ts = 0.020833, T_TF = 0.027332 hartree, ratio 0.76224
well lam=0.5: depth 0.37500, E = -0.12500, Ts = 0.062500, T_TF = 0.083333 hartree, ratio 0.75000
 lam=0.5 in eV: Ts = 1.7007, T_TF = 2.2676
well lam=1.0: depth 1.00000, E = -0.50000, Ts = 0.166667, T_TF = 0.219325 hartree, ratio 0.75991
well ratio limits: lam->0 0.9119, lam->inf 0.8270
d=2, phi ~ sech r: Ts/T_TF = 0.93313
one orbital d=1: optimal Ts/T_TF = 0.7500, Gaussian 0.8270
one orbital d=2: optimal Ts/T_TF = 0.9311, Gaussian 1.0000
one orbital d=3: optimal Ts/T_TF = 1.0508, Gaussian 1.1123
d=1: step f 0.2000, I = 0.80613, A = 0.72379, R = 0.3818
d=2: step f 0.3333, I = 0.78540, A = 0.61685, R = 0.5404
d=3: step f 0.4286, I = 0.79278, A = 0.55961, R = 0.6311
R_3 C_3 (s=2) = 1.8120 a.u.
oscillator N=10: Ts = 25.00000, T_TF = 25.14618 hartree, ratio 0.99419
 largest n_low / Bessel cap = 0.9996
atoms LDA/cc-pVTZ, hartree:
 He: T = 2.7698, T_TF = 2.4600, T_W = 2.7698, R_3 T_TF = 1.5525, T/T_TF = 1.1260
 Be: T = 14.3280, T_TF = 12.8806, T_W = 13.3891, R_3 T_TF = 8.1289, T/T_TF = 1.1124
 Ne: T = 127.8026, T_TF = 116.8965, T_W = 89.5769, R_3 T_TF = 73.7735, T/T_TF = 1.0933
```
